# Energy Difference Needed to Align Two-Dimensional Crystal Islands at 1200 K

## Problem

Molybdenum disulfide, MoS₂, is grown as a single layer on a stepped sapphire surface. Growth starts from small triangular islands, called nuclei; they are crystal nuclei, not atomic ones. Each island can sit on the surface in two orientations that differ by a rotation of 180 degrees. When islands of opposite orientation merge, a grain boundary forms between them, so a film without such boundaries needs islands of one orientation.

Assume that

- the two orientations have equal statistical weight, and the favoured one is lower by an energy \(\Delta E\), counted for the whole island;
- all islands have the same \(\Delta E\) and do not influence one another;
- each island can turn over often enough to reach equilibrium with the substrate at \(T=1200\) K.

"99 percent alignment" means that on average 99 islands out of 100 have the favoured orientation.

(a) Derive the ratio of the two populations from the counting of states.

(b) Find the \(\Delta E\) needed for 99 percent alignment.

(c) Suppose that \(\Delta E\) comes from one island edge lying along a substrate step, which favours one orientation over the other by \(\lambda=0.10\) eV per nm of edge. How long must the edge be, and how large is \(\Delta E\) per formula unit of MoS₂? Take the lattice constant as \(a=0.316\) nm.

(d) Estimate how the answer to (b) changes if the weights are unequal, if the temperature is wrong by 50 K, or if further orientations exist.

## Hints

1. Island and substrate share a fixed total energy. If the island takes the higher state, the substrate has \(\Delta E\) less. How does its number of states change?
2. The two fractions add up to one. Work with their ratio first.
3. The energy belongs to the island as a unit. Divide by the number of formula units only at the end.
4. For part (d), write the sum over all orientations, each with its weight, and ask what share belongs to the favoured one.

## Solution

### (a) The population ratio

Let \(\Omega(E)\) be the number of substrate states at energy \(E\). If the island is in the favoured orientation, the substrate has energy \(E\); if it is in the other, the substrate has \(E-\Delta E\). All joint states of the same total energy are equally probable, and each orientation has the same weight, so

\[
\frac{q}{p}=\frac{\Omega(E-\Delta E)}{\Omega(E)},
\]

where \(p\) is the favoured fraction and \(q\) the misaligned fraction. Expand the logarithm, which varies smoothly:

\[
\ln\Omega(E-\Delta E)=\ln\Omega(E)-\Delta E\,\frac{d\ln\Omega}{dE}+\frac{(\Delta E)^2}{2}\,\frac{d^2\ln\Omega}{dE^2}-\dots
\]

Temperature is defined by \(d\ln\Omega/dE=1/(kT)\), with \(k\) the Boltzmann constant. Differentiating once more gives

\[
\frac{d^2\ln\Omega}{dE^2}=-\frac{1}{kT^2}\,\frac{dT}{dE}=-\frac{1}{kT^2C},
\]

where \(C=dE/dT\) is the heat capacity of the substrate. Since \(C\) grows in proportion to the size of the substrate, the second-order term vanishes for a large one. What remains is

\[
\frac{q}{p}=e^{-\Delta E/kT}.
\]

The minus sign says that the substrate has fewer states after giving up energy. For that reason the island is found less often in its upper state, and only rarely when \(\Delta E\) is several times \(kT\).

### (b) The required energy

Insert \(q=1-p\) and invert the ratio:

\[
\frac{p}{1-p}=e^{\Delta E/kT}.
\]

Taking the logarithm and multiplying by \(kT\) gives

\[
\Delta E=kT\,\ln\frac{p}{1-p}.
\]

At 1200 K the thermal energy is

\[
kT=(8.617\times10^{-5}\ \text{eV/K})(1200\ \text{K})=0.1034\ \text{eV}.
\]

The odds are \(0.99/0.01=99\), and \(\ln 99=4.595\). Therefore

\[
\Delta E=0.1034\ \text{eV}\times4.595=0.475\ \text{eV}\approx0.48\ \text{eV}
\]

per island, or 45.8 kJ per mole of islands.

This can be tested without putting a Boltzmann factor in by hand. Let the substrate be \(10^6\) equal oscillators at 1200 K, and let the island take \(\Delta E\) from it as 48 quanta. Counting the oscillator states before and after gives a favoured fraction of 0.990000.

The formula has sensible limits. For \(p=1/2\) the logarithm is zero: without an energy difference there is no preference. For \(p\to1\) the required energy grows without bound, so at any temperature above zero a finite \(\Delta E\) leaves some islands misaligned. The growth is slow, however. Written with the misaligned fraction,

\[
\Delta E=kT\left[\ln\frac1q+\ln(1-q)\right],
\]

and the second term is small when \(q\) is small. Each further tenfold reduction of \(q\) then costs about \(kT\ln10=0.238\) eV. The energies for 90, 99 and 99.9 percent are 0.227, 0.475 and 0.714 eV.

The definition of alignment matters. If it meant a population difference \(p-q=0.99\), then \(p+q=1\) would give \(p=0.995\) and \(q=0.005\). The odds would be 199 instead of 99, and the required energy 0.547 eV.

### (c) Edge length and energy per formula unit

With one edge of length \(L\) along the step, \(\Delta E=\lambda L\), so

\[
L=\frac{\Delta E}{\lambda}=\frac{0.475\ \text{eV}}{0.10\ \text{eV/nm}}=4.75\ \text{nm}.
\]

An equilateral triangle of edge \(L\) has the area \(\sqrt3L^2/4\). The unit cell of the layer, which holds one formula unit, has the area \(\sqrt3a^2/2\). The number of formula units, ignoring corrections from the island's rim, is

\[
N=\frac{\sqrt3L^2/4}{\sqrt3a^2/2}=\frac{L^2}{2a^2}=\frac{(4.75\ \text{nm})^2}{2(0.316\ \text{nm})^2}\approx113 .
\]

Hence \(\Delta E/N\approx4.2\) meV. For so small an island the rim is not negligible: the edge is about \(15a\), and a lattice triangle with 16 Mo atoms along each edge holds 136 of them, which gives 3.5 meV. The value is therefore about 4 meV, uncertain by some 20 percent. This is far below \(kT=103\) meV, yet the alignment is 99 percent. The formula units are bound into one crystal and turn together, so the Boltzmann factor contains the sum of their energy differences. A calculation that gives a few meV per formula unit therefore does not by itself rule out strong alignment; the island size at which the orientation is decided must also be known.

### (d) What the two-state model leaves out

Each effect below is taken alone, with the other assumptions kept.

**Unequal weights.** Suppose that the unfavoured orientation has \(g\) times the weight of the favoured one, through more equivalent positions on the surface or softer vibrations. Then

\[
\frac{q}{p}=g\,e^{-\Delta E/kT}
\quad\Longrightarrow\quad
\Delta E=kT\ln\frac{p}{1-p}+kT\ln g .
\]

For \(g=2\) the added term is 0.072 eV, and the requirement rises to 0.547 eV. If \(\Delta E\) stays at 0.475 eV, the alignment falls to 98.0 percent. Put differently, \(kT\ln99\) fixes the free-energy difference \(\Delta E-kT\ln g\). It equals the energy difference when the weights are equal. The value \(g=2\) suits a count of positions; a vibrational \(g\) can be much larger. An island of 113 formula units has about 1000 vibrational modes. Softening all of them by 0.07 percent already gives \(g=2\), and softening them by 1 percent would add about 1 eV, more than \(\Delta E\) itself.

**Temperature.** At fixed \(p\), the required energy is proportional to \(T\). An error of 50 K in 1200 K is 4 percent, or 0.02 eV. At fixed \(\Delta E=0.475\) eV, the misaligned fraction is 0.82 percent at 1150 K and 1.20 percent at 1250 K.

**Further orientations.** Let two more orientations lie at an energy \(E_3\) above the favoured one, each with the same weight as the others. The favoured share is

\[
p=\frac{1}{1+e^{-\Delta E/kT}+2e^{-E_3/kT}} .
\]

For \(E_3=0.60\) eV and the old \(\Delta E\), this is 98.4 percent. To restore 99 percent, take the reciprocal and isolate the exponential that contains \(\Delta E\):

\[
e^{-\Delta E/kT}=\frac1p-1-2e^{-E_3/kT},
\]

\[
\Delta E=-kT\ln\left(\frac1p-1-2e^{-E_3/kT}\right)=0.569\ \text{eV}.
\]

The bracket must be positive. With \(1/p-1=1/99\), this requires \(E_3>kT\ln(2\times99)=0.547\) eV. If the extra orientations lie lower than that, they would take more than one percent of the islands even if the opposite orientation were absent, so no value of \(\Delta E\) gives 99 percent alignment.

**The real process.** A temperature of 1200 K lies in the rough range used for growing MoS₂ on sapphire from the vapour, and the chosen input of 0.316 nm is close to its lattice constant of about 0.32 nm. The step coupling, the weight ratio and \(E_3\), like the size spread, the barriers and the attempt rate used in the variations, are round model values, not measured ones, so the edge of 4.75 nm is an illustration and not a property of this material. The assumption most open to doubt is equilibrium. An island that grows while it is attached to the surface may become unable to turn as a whole, and its orientation is then inherited from an earlier stage. The second variation gives an example of how much a lack of equilibrium can matter: if the islands start in equal numbers and the barrier to turning is 3.2 eV with an assumed attempt rate of \(10^{13}\) per second, 35 percent are still misaligned after 1 s, compared with 1 percent in equilibrium. For the same reason, an observed alignment of 99 percent would not prove that \(\Delta E\) is 0.48 eV: the islands might have formed with unequal probabilities and never have turned.

## Variation 1: islands of unequal size

*The island edges have a Gaussian spread with a standard deviation of 20 percent of the mean, and \(\Delta E=\lambda L\). The mean \(\Delta E\) is still 0.475 eV. What is the misaligned fraction?*

Write \(x=\Delta E/kT=m+sz\), where \(z\) is a standard Gaussian variable. Here \(m=4.595\) and \(s=0.20\,m=0.919\). The model formally admits negative lengths for \(z<-5\), but their weight is negligible here.

An island with given \(x\) is misaligned with probability \(u/(1+u)\), where \(u=e^{-x}\). Since

\[
u-\frac{u}{1+u}=\frac{u^2}{1+u}
\]

lies between 0 and \(u^2\), the probability lies between \(u-u^2\) and \(u\). The Gaussian average of \(u\) follows by completing the square, \(-sz-z^2/2=-(z+s)^2/2+s^2/2\):

\[
\langle u\rangle=e^{-m}\int_{-\infty}^{\infty}\frac{e^{-sz-z^2/2}}{\sqrt{2\pi}}\,dz=e^{-m+s^2/2}.
\]

Replacing \(m\) by \(2m\) and \(s\) by \(2s\) gives \(\langle u^2\rangle=e^{-2m+2s^2}\). The misaligned fraction \(\bar q\) therefore obeys

\[
e^{-m+s^2/2}-e^{-2m+2s^2}<\bar q<e^{-m+s^2/2},
\]

which is \(0.01486<\bar q<0.01541\). Numerical integration gives \(\bar q=0.0149\), about one and a half times the value for equal islands.

The completed square also shows where the increase comes from. In \(\langle u\rangle\), the largest contribution is centred at \(z=-s\), at an edge shorter than the mean by \(0.919\times20\approx18\) percent. Small islands gain more misalignment than large islands lose, because the Boltzmann factor is a convex function of \(\Delta E\).

To return to 99 percent alignment with the relative spread held at 20 percent, the mean \(\Delta E\) must rise to 0.527 eV. At the same \(\lambda\), this means a mean edge of 5.27 nm.

## Variation 2: limited time to turn

*Islands form with equal numbers in both orientations and can turn for \(t=1\) s at 1200 K. How high may the barrier \(B\), measured from the unfavoured state, be if the misaligned fraction is to come within 0.001 of its equilibrium value? Take an attempt rate \(\nu=10^{13}\) per second and \(\Delta E=0.475\) eV.*

The rate towards the favoured state is \(k_f=\nu e^{-B/kT}\). The reverse path starts lower by \(\Delta E\), so its barrier is \(B+\Delta E\) and its rate is \(k_u=k_fe^{-\Delta E/kT}=k_f/99\). The misaligned fraction obeys

\[
\frac{dq}{dt}=k_u(1-q)-k_fq=k_u-(k_u+k_f)q .
\]

Its stationary value is \(q_{\rm eq}=k_u/(k_u+k_f)=1/100\), in agreement with part (b). The sum of the rates is \(k_f(1+1/99)=k_f/0.99\). With \(q(0)=0.5\),

\[
q(t)-0.01=0.49\,e^{-k_ft/0.99}.
\]

Setting the left side equal to 0.001 gives \(k_ft/0.99=\ln490=6.194\). Insert \(k_f\) and solve for the barrier:

\[
e^{B/kT}=\frac{\nu t}{0.99\times6.194}
\quad\Longrightarrow\quad
B=kT\ln\frac{\nu t}{0.99\times6.194}=2.91\ \text{eV}.
\]

The rate \(10^{13}\) per second is typical of a single atomic vibration, and a whole island turns more slowly: a rigid triangle of 113 formula units rocking in a sixfold potential about 2.9 eV deep has a frequency of order \(10^{11}\) per second. Each tenfold reduction of \(\nu\) lowers the allowed barrier by \(kT\ln10=0.238\) eV, so \(\nu=10^{11}\) per second gives 2.43 eV. The numbers that follow keep \(\nu=10^{13}\) per second.

The result depends strongly on the barrier. At 3.0 eV the misaligned fraction after 1 s is 4.9 percent, and at 3.2 eV it is 35 percent, although \(\Delta E\) is unchanged. The energy difference sets the final populations; the barrier decides whether they are reached.

If the same barrier (2.908 eV before rounding) and the same attempt rate hold at 300 K, the mean time to leave the unfavoured state is about \(7\times10^{35}\) s. The equilibrium alignment at 300 K would be much better than 99 percent, but an island cannot turn to reach it. In this model the film keeps the orientations that it had when turning became too slow during growth or cooling.

The values used here are listed in the numerical output below.

## Computed results

```
temperature: 1200 K
target favoured fraction: 0.99
Boltzmann constant: 8.617333e-05 eV/K
thermal energy kT: 0.10341 eV
odds favoured to unfavoured: 99.0
logarithm of odds: 4.5951
required energy difference per island: 0.4752 eV
same, per mole of islands: 45.8 kJ/mol
favoured fraction from bath counting: 0.990000
energy difference for fraction 0.900: 0.2272 eV
energy difference for fraction 0.999: 0.7142 eV
kT ln 10: 0.2381 eV
needed if population difference is 0.99: 0.5474 eV
step coupling (chosen): 0.10 eV/nm
edge length needed: 4.75 nm
lattice constant (rough): 0.316 nm
formula units in triangular island: 113
energy difference per formula unit: 4.20 meV
weight ratio (chosen): 2
favoured fraction with this ratio, same gap: 0.9802
extra energy kT ln(ratio): 0.0717 eV
energy difference needed with this ratio: 0.5468 eV
temperature error (chosen): 50 K
misaligned fraction if colder by this error: 0.00820
misaligned fraction if hotter by this error: 0.01199
relative size spread (chosen): 0.20
standard deviation of energy difference: 0.0950 eV
misaligned fraction with size spread: 0.01490
lower and upper bounds on it: 0.01486, 0.01541
mean energy difference needed with spread: 0.5271 eV
energy of two extra orientations (chosen): 0.60 eV
favoured fraction with extra orientations: 0.9841
energy difference needed with them: 0.5694 eV
attempt rate (chosen): 1.0e+13 1/s
time available for turning (chosen): 1.0 s
allowed excess misaligned fraction: 0.001
relaxation times needed, ln(0.49/excess): 6.194
highest barrier for near equilibrium: 2.908 eV
misaligned fraction for barrier 3.0 eV: 0.0486
misaligned fraction for barrier 3.2 eV: 0.3494
flip time at 300 K over highest barrier: 7.1e+35 s
```
